\section*{Curvature of the Mass-Weighted Steepest-Descent Path at an Index-One Saddle, part 1}

(Sections cited here and not found follow in the second part.)

\section{The curvature formula}

\subsection{What fails at the saddle}

A reaction-path calculation that leaves a saddle point along the unstable eigenvector and then evaluates the curvature of the path from the local gradient and Hessian can return a wrong number. In the model worked out in the second half, one component of the curvature comes out as $-1.43$ in place of $+0.71\ \mathrm{amu^{-1/2}\,\AA^{-1}}$. The sign is wrong, and a shorter first step does not repair it. The cause is that the gradient vanishes at the saddle. The direction of descent is there a quotient $0/0$, and its derivative depends on how the saddle is approached. The curvature must be found by a separate limit, which needs the Hessian eigenvalues and one set of third derivatives.

\subsection{Coordinates and expansion}

Let $X_a$ be the Cartesian coordinates of the nuclei, $m_a$ the mass belonging to each, and $V$ the potential energy. Steepest descent depends on how lengths are measured. The convention here is the mass-weighted length, built from $x_a=\sqrt{m_a}\,X_a$, because the kinetic energy is then $\frac12\sum_a\dot x_a^2$ with the same coefficient for every coordinate. By the chain rule,
\begin{equation}
\frac{\partial V}{\partial x_a}=\frac{1}{\sqrt{m_a}}\frac{\partial V}{\partial X_a},
\end{equation}
and each further derivative brings another factor $m^{-1/2}$. At the saddle the mass-weighted Hessian is symmetric, so it has orthonormal eigenvectors $L_{ai}$ and real eigenvalues $\lambda_i$. The normal coordinates $q_i$ are defined by
\begin{equation}
X_a=X_a^\ddagger+\frac{1}{\sqrt{m_a}}\sum_i L_{ai}q_i .
\label{eq:modes}
\end{equation}
The rotation from $x_a$ to $q_i$ preserves lengths and angles, and therefore also steepest-descent curves.

The saddle is assumed to have index one: $\lambda_1<0$, while $\lambda_i>0$ for every transverse mode $i\ge2$. Overall translations and rotations, if present, are treated below. With $V$ measured from the saddle and three times continuously differentiable,
\begin{equation}
V=\frac12\sum_a\lambda_aq_a^2+\frac16\sum_{abc}F_{abc}\,q_aq_bq_c+o(|q|^3),
\qquad
F_{abc}=\frac{\partial^3V}{\partial q_a\partial q_b\partial q_c}\bigg|_{q=0}.
\end{equation}
From here on the indices $i,j,k$ denote transverse modes. The constant that matters is $F_{i11}$. The index $i$ can stand in three positions in the triple sum, so the corresponding term is $\frac36F_{i11}q_iq_1^2=\frac12F_{i11}q_iq_1^2$. A code that stores the coefficient of $q_iq_1^2$ itself stores $\frac12F_{i11}$.

The gradient components $g_a=\partial V/\partial q_a$ are, with all cubic terms kept,
\begin{align}
g_1&=\lambda_1q_1+\tfrac12F_{111}q_1^2+\sum_jF_{11j}q_1q_j
+\tfrac12\sum_{jk}F_{1jk}q_jq_k+o(|q|^2),\label{eq:g1}\\
g_i&=\lambda_iq_i+\tfrac12F_{i11}q_1^2+\sum_jF_{i1j}q_1q_j
+\tfrac12\sum_{jk}F_{ijk}q_jq_k+o(|q|^2).\label{eq:gi}
\end{align}

\subsection{Which curve is the path}

With arc length $s$ increasing downhill, the path obeys
\begin{equation}
\frac{dq}{ds}=-\frac{g}{|g|}.
\label{eq:path}
\end{equation}
This does not define a direction at the saddle. The same curves, traversed at another speed, are generated by $dq/d\tau=-g$, which is regular there. Its linear part is $dq_a/d\tau=-\lambda_aq_a$. Displacements along $q_1$ grow as $e^{|\lambda_1|\tau}$, and transverse displacements decay as $e^{-\lambda_i\tau}$. The unstable-manifold theorem states that the points which flow back into the saddle as $\tau\to-\infty$ form one smooth curve, tangent to the growing direction and as many times differentiable as $g$. Here $g$ is twice differentiable, so the curve may be written
\begin{equation}
q_i=\tfrac12\kappa_iq_1^2+o(q_1^2),\qquad
\frac{dq_i}{dq_1}=\kappa_iq_1+o(q_1).
\label{eq:ansatz}
\end{equation}
The absence of a linear term expresses the tangency. The numbers $\kappa_i$ remain to be found.

\subsection{Matching the slope}

Dividing the transverse components of Eq.~\eqref{eq:path} by the first removes the factor $|g|$:
\begin{equation}
\frac{dq_i}{dq_1}=\frac{g_i}{g_1}.
\label{eq:ratio}
\end{equation}
Now insert Eq.~\eqref{eq:ansatz} into the gradient. In Eq.~\eqref{eq:gi} the first two terms are of order $q_1^2$. The term with $F_{i1j}$ is of order $q_1^3$, because $q_j$ is already quadratic, and the term with $F_{ijk}$ is of order $q_1^4$. In Eq.~\eqref{eq:g1} the leading term is $\lambda_1q_1$, and $F_{111}$ changes it by a relative amount of order $q_1$. Hence
\begin{equation}
\frac{g_i}{g_1}
=\frac{\frac12(\lambda_i\kappa_i+F_{i11})q_1^2+o(q_1^2)}{\lambda_1q_1\,[1+O(q_1)]}
=\frac{\lambda_i\kappa_i+F_{i11}}{2\lambda_1}\,q_1+o(q_1).
\end{equation}
By Eq.~\eqref{eq:ratio} this equals $\kappa_iq_1+o(q_1)$. Comparing the coefficients of $q_1$ gives $2\lambda_1\kappa_i=\lambda_i\kappa_i+F_{i11}$, and therefore
\begin{equation}
\boxed{\;\kappa_i=\frac{F_{i11}}{2\lambda_1-\lambda_i}
=-\frac{F_{i11}}{\lambda_i+2|\lambda_1|}\;}
\label{eq:kappa}
\end{equation}
The second form uses $\lambda_1=-|\lambda_1|$. At an index-one saddle its denominator is a sum of positive terms and cannot vanish. Neither $F_{111}$ nor any cubic constant with two or three transverse indices enters.

It remains to show that $\kappa_i$ is a curvature with respect to arc length. From Eq.~\eqref{eq:ansatz},
\begin{equation}
\frac{ds}{dq_1}=\Big[1+\sum_i\Big(\frac{dq_i}{dq_1}\Big)^2\Big]^{1/2}
=1+\tfrac12|\kappa|^2q_1^2+o(q_1^2),
\qquad |\kappa|^2=\sum_i\kappa_i^2 .
\end{equation}
Integration gives $s=q_1+\frac16|\kappa|^2q_1^3+o(q_1^3)$, so $q_1=s+O(s^3)$ and $q_i=\frac12\kappa_is^2+o(s^2)$. At $s=0$ the vector $d^2q/ds^2$ has the component zero along $q_1$ and $\kappa_i$ along $q_i$. Its length $|\kappa|$ is the curvature of the path, and $1/|\kappa|$ is the radius of curvature.

\subsection{The general solution and the need for index one}

A non-zero determinant of the Hessian is not a sufficient condition for Eq.~\eqref{eq:kappa}. To see why, keep the leading terms of Eq.~\eqref{eq:ratio} without assuming a parabola:
\begin{equation}
\frac{dq_i}{dq_1}=\frac{\lambda_iq_i+\frac12F_{i11}q_1^2}{\lambda_1q_1}.
\label{eq:leading}
\end{equation}
The parabola $\frac12\kappa_iq_1^2$ solves this equation, by the matching just done. The homogeneous equation $dq_i/dq_1=(\lambda_i/\lambda_1)\,q_i/q_1$ is solved by a power, so for $\lambda_i\neq2\lambda_1$
\begin{equation}
q_i=\tfrac12\kappa_iq_1^2+C_i|q_1|^{\lambda_i/\lambda_1}.
\label{eq:general}
\end{equation}
At index one the exponent is negative. The second term diverges as $q_1\to0$, and passage through the saddle forces $C_i=0$.

If a second eigenvalue, say $\lambda_2$, is also negative, the exponent $r=\lambda_2/\lambda_1$ is positive and every curve of the family reaches the stationary point. At the order of Eq.~\eqref{eq:leading} the cases are as follows.
\begin{itemize}
\item For $r<1$ the added power has an infinite slope at the origin. Tangency to $q_1$ still selects $C_2=0$.
\item For $r=1$ the added term is a straight line of arbitrary slope. The two modes are degenerate and neither direction is singled out.
\item For $1<r<2$ all curves are tangent to $q_1$, but the curvature diverges unless $C_2=0$.
\item For $r=2$ the denominator in Eq.~\eqref{eq:kappa} vanishes. The solution is $q_2=F_{211}q_1^2\ln|q_1|/(2\lambda_1)+C_2q_1^2$. Substitution confirms it: $q_1\,dq_2/dq_1=2q_2+F_{211}q_1^2/(2\lambda_1)$, which is Eq.~\eqref{eq:leading} with $\lambda_2=2\lambda_1$.
\item For $r>2$ all curves are tangent to $q_1$ and share the curvature $F_{211}/(2\lambda_1-\lambda_2)$, so the curvature is defined although the path is not unique.
\end{itemize}
An implementation should therefore count the negative eigenvalues before it applies the formula.

The general solution also shows how a numerical path recovers from a start on the bare eigenvector. Let the start be $q_1=\varepsilon$, $q_i=0$, and set $\rho_i=\lambda_i/|\lambda_1|$. The starting condition fixes $C_i=-\frac12\kappa_i\varepsilon^{2+\rho_i}$. Divided by the parabola, the remaining deviation is
\begin{equation}
\frac{q_i-\frac12\kappa_iq_1^2}{\frac12\kappa_iq_1^2}
=-\Big(\frac{\varepsilon}{q_1}\Big)^{2+\rho_i}.
\label{eq:heal}
\end{equation}
At this order every component heals faster than $(\varepsilon/q_1)^2$, and the stiffest mode heals fastest. The constants $F_{i1j}$, which Eq.~\eqref{eq:leading} leaves out, pass part of a soft mode's more slowly decaying deviation on to the stiff modes, so these can heal more slowly than Eq.~\eqref{eq:heal} states.

\subsection{Sign and meaning}

Reversing the direction of $q_1$ leaves $F_{i11}$ unchanged, since the index 1 occurs twice. Both branches of the path therefore bend to the same side, as they must if they join smoothly. Reversing $q_i$ changes the sign of both $F_{i11}$ and $\kappa_i$, so the displacement in space is unaffected by the arbitrary sign of an eigenvector.

At $q_1=0$ and small transverse displacements $q_i$, the second derivative of $V$ along the reaction mode is
\begin{equation}
\frac{\partial^2V}{\partial q_1^2}=\lambda_1+\sum_iF_{i11}q_i+o(|q|).
\label{eq:barriercurv}
\end{equation}
The cubic constant thus measures how a transverse displacement flattens or sharpens the barrier. If $F_{i11}>0$, a negative $q_i$ makes the descent along $q_1$ steeper, and the path bends towards negative $q_i$.

Two limits follow from Eq.~\eqref{eq:kappa} at fixed $F_{i11}$. For a stiff mode, $\lambda_i\gg2|\lambda_1|$, the curvature tends to $-F_{i11}/\lambda_i$ and is limited by the transverse restoring force. For a soft mode, $\lambda_i\ll2|\lambda_1|$, it tends to $-F_{i11}/(2|\lambda_1|)$. It then no longer depends on how soft the mode is, because the descent along $q_1$ outruns the transverse motion.

\subsection{Evaluation from Cartesian data}

With the Cartesian third derivatives $\phi_{abc}=\partial^3V/\partial X_a\partial X_b\partial X_c$, Eq.~\eqref{eq:modes} gives
\begin{equation}
F_{i11}=\sum_{abc}\phi_{abc}\,
\frac{L_{ai}L_{b1}L_{c1}}{\sqrt{m_am_bm_c}} .
\end{equation}
The full cubic tensor is not needed. Let $g_i(\pm\delta)$ be the gradient component at $q_1=\pm\delta$ with all other $q$ zero. In the sum of the two, terms odd in $\delta$ cancel, and for a sufficiently smooth potential
\begin{equation}
\frac{g_i(\delta)-2g_i(0)+g_i(-\delta)}{\delta^2}
=F_{i11}+\frac{\delta^2}{12}\frac{\partial^5V}{\partial q_i\partial q_1^4}+\dots
\label{eq:twograd}
\end{equation}
Two displaced gradients supply $F_{i11}$ for all transverse modes at once. The term $g_i(0)$ removes the constant offset left by an imperfectly converged saddle. It does not remove the change of the eigenvalues, the eigenvectors and $F_{i11}$ with the position error, which is of first order. In the three-mass chain treated below, a residual gradient of $0.01\ \mathrm{eV\,\AA^{-1}}$ can shift $\kappa_i$ by about 3\%. If each gradient carries an error of at most $\eta$, the quotient carries at most $4\eta/\delta^2$, so $\delta$ must not be made too small.

The transverse modes need not be diagonalized. Let $K$ be the transverse block of the Hessian in any orthonormal basis orthogonal to the reaction mode, and $f$ the vector of cubic constants in that basis. A rotation that diagonalizes $K$ leaves the unit matrix unchanged, so Eq.~\eqref{eq:kappa} for all modes together reads
\begin{equation}
(K+2|\lambda_1|\,\mathbf 1)\,\kappa=-f .
\end{equation}
Degenerate transverse modes cause no difficulty in this form.

A free molecule also has zero eigenvalues from translations and rotations. Their cubic constants vanish. For a translation this follows because $V$ does not change along it. For a rotation with generator $J$, an antisymmetric matrix, invariance means $\nabla V(x)\cdot Jx=0$ for all $x$. This is differentiated twice along the unit vector $e_1$ of the reaction mode. Because $Jx$ is linear in $x$, its second derivative vanishes, and at the saddle
\begin{equation}
F_{\mathrm{rot},11}+2\,e_1^{T}HJe_1=0,\qquad
e_1^{T}HJe_1=\lambda_1\,e_1^{T}Je_1=0,
\end{equation}
where $H$ is the Hessian and $F_{\mathrm{rot},11}$ is the third derivative once along $Jx^\ddagger$ and twice along $e_1$. With $\lambda=0$ the power in Eq.~\eqref{eq:general} is a constant, which passage through the given saddle sets to zero. The path has no curvature component along these directions, and they can be projected out.

\section{Use, comparison and limits}

\subsection{Symbols and results carried over}

The mass-weighted normal coordinates at the saddle are $q_1$, the reaction mode with $\lambda_1<0$, and $q_i$, the transverse modes with $\lambda_i>0$. The gradient is $g$, the Hessian is $H$, and $F_{i11}$ is the third derivative of $V$ once in $q_i$ and twice in $q_1$. The steepest-descent path is
\begin{equation}
q_1=s+O(s^3),\qquad q_i=\tfrac12\kappa_is^2+o(s^2),\qquad
\kappa_i=-\frac{F_{i11}}{\lambda_i+2|\lambda_1|},
\label{eq:restate}
\end{equation}
with total curvature $|\kappa|=(\sum_i\kappa_i^2)^{1/2}$. A path started on the eigenvector line at $q_1=\varepsilon$ approaches this parabola, at leading order, with a relative deviation of magnitude $(\varepsilon/q_1)^{2+\rho_i}$, where $\rho_i=\lambda_i/|\lambda_1|$.

This part has derived the curvature of the steepest-descent path at an index-one saddle from the Hessian eigenvalues and the cubic constants $F_{i11}$. It remains to show how the local curvature expression fails near the saddle, to compare the path with two neighbouring curves, and to test the formula and examine its limits in examples.
